# Shear strain and silicon's conduction minimum near X

## Problem

The lowest conduction-band minima of silicon lie on the cubic axes, a short distance inside the zone boundary. Consider the pair on the $[001]$ axis and measure $k_z$ from the boundary point X, at $(0,0,2\pi/a)$, where $a$ is the lattice constant. Two conduction bands meet at X. Near it they are described by the two-band Hamiltonian

$$
H=\left[\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}\right]\mathbf 1
+\frac{\hbar^2k_0k_z}{m_l}\,\sigma_z
+\left(\delta-\frac{\hbar^2k_xk_y}{M}\right)\sigma_x .
$$

The Pauli matrices act on the two band states at X, not on the electron spin. The masses $m_l$, $m_t$ and $M$ are positive, with $M>m_t$, and $k_0>0$ is a fixed wavenumber. The shear coupling is

$$
\delta=2\Xi'\varepsilon_{xy},
$$

where $\Xi'$ is a deformation potential and $\varepsilon_{xy}$ is the tensor shear strain, half the engineering shear angle. The strain is a pure shear: its diagonal components vanish. All parameters other than $\delta$ are held fixed.

(a) At what $|\delta|$ does the conduction minimum reach X?

(b) Show that, until then, the energy of the minimum falls quadratically with shear. What happens afterwards?

(c) Evaluate the results for silicon at $\varepsilon_{xy}=0.5\,\%$, and judge what the model leaves out.

## First estimate by scaling

Start without shear and on the axis, $k_x=k_y=0$. The Hamiltonian is then diagonal, and its lower eigenvalue is

$$
E(k_z)=\frac{\hbar^2k_z^2}{2m_l}-\frac{\hbar^2k_0|k_z|}{m_l}.
$$

For $k_z>0$ the derivative is $\hbar^2(k_z-k_0)/m_l$, so the minimum is at $k_z=k_0$. By symmetry there is another at $-k_0$. Thus $k_0$ is the distance of the unstrained minimum from X. The minimum at $+k_0$ lies outside the first zone. Subtracting the reciprocal-lattice vector $(0,0,4\pi/a)$ takes it to the valley on the negative $k_z$ axis. The two minima around X are therefore the two opposite $[001]$ valleys.

The natural energy unit is

$$
E_0=\frac{\hbar^2k_0^2}{m_l}.
$$

At $k_0$ the scalar term is $E_0/2$ and the $\sigma_z$ term contributes $\pm E_0$. The lower band lies at $-E_0/2$, the upper at $+3E_0/2$, and their splitting is $2E_0$. At X both bands have zero energy.

On the axis the problem contains one energy scale besides $\delta$. The critical coupling must therefore be a pure number times $E_0$. A crude value for this number follows from comparing the two competing points. At X the bands are degenerate, so the coupling acts at first order and lowers one state by $|\delta|$. At $k_0$ they are split, so the coupling acts at second order, more weakly. If the shift at $k_0$ is neglected altogether, X catches up when $|\delta|=E_0/2$:

$$
|\delta_c|\sim\tfrac12E_0\qquad\text{(crude estimate)}.
$$

For the energy, second-order perturbation theory at fixed $k_z=k_0$ gives minus the squared matrix element divided by the splitting:

$$
\Delta E\simeq-\frac{\delta^2}{2E_0}\qquad(|\delta|\ll E_0).
$$

This estimate leaves two questions open. It does not say how far the quadratic law extends, and it ignores the motion of the minimum.

## Exact solution of the model

### The minimum stays on the axis

For a general wavevector, write the coefficient of $\sigma_z$ as $A=\hbar^2k_0k_z/m_l$ and that of $\sigma_x$ as $w=\delta-\hbar^2k_xk_y/M$. Since $(A\sigma_z+w\sigma_x)^2=(A^2+w^2)\mathbf 1$ and the matrix is traceless, its eigenvalues are $\pm\sqrt{A^2+w^2}$. The lower band is

$$
E(\mathbf k)=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2k_\perp^2}{2m_t}-\sqrt{A^2+w^2},
\qquad k_\perp^2=k_x^2+k_y^2 .
$$

A transverse wavevector costs kinetic energy but may strengthen the coupling. To see which wins, keep $k_z$ fixed. The derivative of the root with respect to $w$ is $w/\sqrt{A^2+w^2}$, whose magnitude is at most one. The root therefore changes by no more than $w$ does:

$$
\sqrt{A^2+w^2}-\sqrt{A^2+\delta^2}\le|w-\delta|
=\frac{\hbar^2|k_xk_y|}{M}\le\frac{\hbar^2k_\perp^2}{2M}.
$$

The last step uses $2|k_xk_y|\le k_x^2+k_y^2$, which is $(|k_x|-|k_y|)^2\ge0$ rearranged. Consequently

$$
E(\mathbf k)-E(0,0,k_z)\ge\frac{\hbar^2k_\perp^2}{2}\left(\frac1{m_t}-\frac1M\right)>0
\qquad(k_\perp\ne0).
$$

This holds for every $k_z$ and every $\delta$, so the global minimum has $k_x=k_y=0$. The condition $M>m_t$ is essential. If $M<m_t$, the energy along a diagonal $k_x=\pm k_y$ behaves at large $k_\perp$ as $\tfrac12\hbar^2k_\perp^2(1/m_t-1/M)$, which tends to $-\infty$, and the model has no minimum.

### Where the minimum lies

On the axis, set $q=k_z/k_0$ and $\eta=\delta/E_0$. The scalar term becomes $E_0q^2/2$ and $A$ becomes $E_0q$, so

$$
e(q)\equiv\frac{E}{E_0}=\frac{q^2}{2}-\sqrt{q^2+\eta^2}.
$$

For $\eta\ne0$ this is smooth, and

$$
\frac{de}{dq}=q-\frac{q}{\sqrt{q^2+\eta^2}}
=q\left(1-\frac1{\sqrt{q^2+\eta^2}}\right).
$$

Since $e(q)$ is even, it is enough to follow $q>0$.

If $0<|\eta|<1$, the bracket is negative for $q^2+\eta^2<1$ and positive for $q^2+\eta^2>1$. The energy falls from X outwards, then rises. The minima are therefore at

$$
q_{\min}=\pm\sqrt{1-\eta^2},
$$

and X is a local maximum along the axis. At $\eta=0$ the formula returns the known positions $\pm1$.

If $|\eta|\ge1$, then $\sqrt{q^2+\eta^2}>1$ for every $q>0$. The energy rises all the way from X, which is now the unique minimum. This answers (a):

$$
|\delta_c|=E_0=\frac{\hbar^2k_0^2}{m_l},
\qquad |\varepsilon_{xy,c}|=\frac{\hbar^2k_0^2}{2m_l|\Xi'|}.
$$

The critical coupling is half the band splitting at the unstrained minimum.

### Its energy

Before the merger, $q_{\min}^2+\eta^2=1$, so the root equals one and

$$
e_{\min}=\frac{1-\eta^2}{2}-1=-\frac12-\frac{\eta^2}{2}.
$$

The unstrained value is $-1/2$. Subtracting it and restoring units gives

$$
\Delta E=-\frac{E_0\eta^2}{2}=-\frac{\delta^2}{2E_0}
=-\frac{2\Xi'^2\varepsilon_{xy}^2}{E_0}\qquad(|\delta|\le E_0).
$$

This is an equality over the whole interval, not a small-strain expansion. After the merger the minimum is at $q=0$, where $e=-|\eta|$, and

$$
\Delta E=\frac{E_0}{2}-|\delta|\qquad(|\delta|\ge E_0).
$$

At $|\delta|=E_0$ both expressions give $-E_0/2$, and both have slope $-1$ with respect to $|\delta|$. The second derivative jumps from $-1/E_0$ to zero. The quadratic fall thus passes into a linear one without a kink.

### Why no quartic term appears

The result has a simple geometrical reading. The vertical splitting between the bands is $2E_0\sqrt{q^2+\eta^2}$. As shear grows, the minimum moves along the circle $q^2+\eta^2=1$, so the splitting at the moving minimum stays at $2E_0$. Because $e$ is stationary in $q$ there, the motion of $q$ does not contribute to the first derivative of the minimum energy:

$$
\frac{de_{\min}}{d\eta}=\left.\frac{\partial e}{\partial\eta}\right|_{q_{\min}}
=-\frac{\eta}{\sqrt{q_{\min}^2+\eta^2}}=-\eta .
$$

Integration from zero gives $-\eta^2/2$ again. The response is linear in $\eta$ because the denominator remains one. Once the minimum is pinned at X, the denominator becomes $|\eta|$ and the slope saturates at magnitude one.

### Softening and barrier

Differentiating $de/dq$ once more gives

$$
\frac{d^2e}{dq^2}=1-\frac{\eta^2}{(q^2+\eta^2)^{3/2}} .
$$

At the minimum before the merger this is $1-\eta^2$. Since $E=E_0e$ and $q=k_z/k_0$, the curvature in $k_z$ is $(E_0/k_0^2)(1-\eta^2)=(\hbar^2/m_l)(1-\eta^2)$. Equating it to $\hbar^2/m_l^*$ yields

$$
m_l^*=\frac{m_l}{1-\eta^2}\qquad(|\eta|<1).
$$

At X after the merger the curvature is $1-1/|\eta|$, and therefore $m_l^*=m_l/(1-1/|\eta|)$. This returns to $m_l$ for $|\eta|\gg1$, where the coupling overwhelms the $\sigma_z$ term. At $|\eta|=1$ the expansion $\sqrt{1+q^2}=1+q^2/2-q^4/8+\cdots$ gives

$$
e=-1+\frac{q^4}{8}+\cdots .
$$

The band is quartic there, and a parabolic mass no longer describes it.

The barrier at X between the twin minima is the difference between $-|\eta|$ and $e_{\min}$:

$$
\frac{E_b}{E_0}=-|\eta|+\frac{1+\eta^2}{2}=\frac{(1-|\eta|)^2}{2}
\qquad(|\eta|\le1).
$$

## Silicon at 0.5 % shear

Take rough typical values: $a=0.543$ nm, $k_0=0.15\,(2\pi/a)=1.7357$ nm$^{-1}$, $m_l=0.92\,m_0$, $m_t=0.19\,m_0$ and $\Xi'=7$ eV, where $m_0$ is the free-electron mass. The mass in the coupling is estimated from the approximate relation $1/M\approx1/m_t-1/m_0$, which gives $M\approx0.235\,m_0$, so the condition $M>m_t$ holds. The results on the axis do not depend on the precise value of $M$. With $\hbar^2/m_0=0.0762$ eV nm$^2$,

$$
E_0=\frac{0.0762\times1.7357^2}{0.92}\ \text{eV}=0.2495\ \text{eV},
\qquad
\varepsilon_{xy,c}=\frac{0.2495}{2\times7}=1.78\,\%.
$$

At $\varepsilon_{xy}=0.5\,\%$ the coupling is $\delta=14\ \text{eV}\times0.005=70$ meV, so $\eta=70/249.5=0.2805$. The minimum moves to

$$
k_{\min}=k_0\sqrt{1-0.2805^2}=0.960\,k_0=1.666\ \text{nm}^{-1},
$$

and its energy changes by

$$
\Delta E=-\frac{70^2}{2\times249.5}\ \text{meV}=-9.8\ \text{meV}.
$$

The longitudinal mass rises from $0.92\,m_0$ to $0.92\,m_0/(1-0.0787)=1.00\,m_0$. The barrier at X falls from 124.8 to 64.6 meV. The energy shift and the displacement are still small, but the barrier has nearly halved because it contains a term linear in $|\eta|$.

Numerical minimization of the matrix's lower eigenvalue follows the same law. At shears of 0.5, 1.0 and 1.5 % the shifts are $-9.82$, $-39.28$ and $-88.37$ meV, in the ratio $1:4:9$. The positions are 0.960, 0.828 and 0.540 in units of $k_0$, so most of the motion comes late. At 2.0 and 2.5 % the minimum is at X and the shifts are $-155.24$ and $-225.24$ meV. Their difference, $-70$ meV, is the linear law: $14\ \text{eV}\times0.005$.

## Comparison of estimate and solution

The crude critical coupling is too small by a factor of two. It would place the merger at 0.89 % shear. Its fault is that it holds the energy at $k_0$ fixed while X descends. The minimum also descends, so X has further to go. Replacing the fixed energy by the second-order one gives

$$
-|\delta|=-\frac{E_0}{2}-\frac{\delta^2}{2E_0}
\quad\Longrightarrow\quad
(|\delta|-E_0)^2=0 .
$$

The implication follows on multiplying by $2E_0$ and collecting terms. The improved estimate gives the solved value $|\delta|=E_0$. The root is double because the energy of X touches that of the moving minimum without crossing it.

The estimated shift has the same form as the solution, but for a reason that fixed-$k_z$ perturbation theory does not contain. If the electron is held at $k_z=k_0$, its full energy change is

$$
\Delta E_{\text{fixed}}=E_0\left(1-\sqrt{1+\eta^2}\right)
=E_0\left(-\frac{\eta^2}{2}+\frac{\eta^4}{8}-\cdots\right).
$$

Letting the minimum move adds

$$
\Delta E-\Delta E_{\text{fixed}}
=E_0\left(\sqrt{1+\eta^2}-1-\frac{\eta^2}{2}\right)
=-\frac{E_0}{2}\left(\sqrt{1+\eta^2}-1\right)^2 .
$$

Expanding the square as $2+\eta^2-2\sqrt{1+\eta^2}$ confirms the last equality. This gain is never positive, as expected for a minimization, and it removes every term beyond the quadratic one. In the example the fixed-$k_z$ shift is $-9.63$ meV and the motion supplies the remaining $-0.19$ meV.

## What the model leaves out

**Band shape.** The model assumes that the mean of the two bands is parabolic and that their splitting is linear in $k_z$. A local empirical-pseudopotential calculation with rough form factors gives a separate estimate of these shapes. It omits spin-orbit coupling and nonlocal potentials, so it is a reference and not a measurement. It puts the minimum at $0.146\,(2\pi/a)$ from X with $m_l=0.872\,m_0$, from which $E_0=0.250$ eV. Its band splitting there is 0.526 eV, about 5 % above $2E_0$. These values use 116 plane waves; a converged basis changes only the last digit, to $0.873\,m_0$ and 0.527 eV.

With those bands and a constant $\delta$, the merger occurs at 0.251 eV and the shift at $\delta=70$ meV is $-9.3$ meV. The difference from $-9.8$ meV is accounted for by the larger splitting: $-70^2/526$ meV is also $-9.3$ meV. The critical coupling is thus little changed in this comparison, while the shift is about 5 % smaller in magnitude. The comparison keeps $\delta$ independent of $k_z$ and the other band shapes unstrained. Shear also alters these. Applied in full, with a typical internal displacement of the atoms, it lowers the critical coupling by about 5 % with these form factors and by about 11 % with another smooth potential, used below, each measured from that potential's own constant-$\delta$ value.

**The strain coupling.** The same calculation tests the role given to shear. A tetragonal strain of $-0.2$, $-0.2$ and $+0.4\,\%$ along $x$, $y$ and $z$ leaves the bands at X degenerate within $10^{-5}$ meV. Shears of 0.1 and 0.2 % split them by 23.75 and 47.54 meV (23.74 and 47.51 meV in a converged basis), linearly to good accuracy. In the model the splitting at X is $2|\delta|$, so these numbers correspond to $2|\Xi'|\approx11.9$ eV, against the 14 eV adopted. In this calculation the atoms follow the homogeneous strain, without the internal displacement that shear permits in silicon. That omission matters: with these form factors, a displacement of typical size (Kleinman parameter about 0.53) raises the calculated coupling by about 30 %, to roughly 15 eV. The coupling also depends strongly on how the form factor varies between its fitted points. Another smooth silicon potential of similar strength, the analytic Wang–Zunger form, gives only about 9 eV with the same displacement. Its unstrained bands give $E_0\approx0.31$ eV, so the critical coupling also shifts by about 20 % between the two potentials, while the critical shear with full strain goes from about 1.5 to 3.1 %. The value 11.9 eV is therefore a test of sensitivity, not a better value for silicon. Using 11.9 eV with the model's $E_0$ would raise the critical shear from 1.8 to 2.1 %. The critical strain is therefore less certain than the critical coupling.

Terms of second order in strain are also absent from the model. For pure shear, symmetry keeps $\varepsilon_{xy}^2$ out of $\delta$. A quarter turn about $z$ combined with the reflection $z\to-z$ is a symmetry of the unstrained crystal. It takes X to an equivalent point and reverses $\varepsilon_{xy}$, so the splitting $2|\delta|$ is the same for both signs of the shear. Since $\delta$ starts with a linear term, it must be odd in $\varepsilon_{xy}$. A term in $\varepsilon_{xy}^2$ can, however, shift both bands together. This would leave the critical coupling unchanged but add to the energy shift. If its coefficient were comparable with $2\Xi'$, which is an assumption about scale, it would contribute about 0.35 meV in magnitude in the example and 4.4 meV at the merger. The neglected effects together can be larger. When the full shear, with a typical internal displacement, is applied in the pseudopotential calculation, the minimum at 0.5 % shear falls by about 1 meV less than $\delta^2$ divided by the band splitting. This figure takes the average crystal potential as the energy zero; measured from the $[100]$ valleys, which rise slightly under the same shear, the difference is about 0.7 meV. It also contains any variation of the coupling with $k_z$.

**Stress along [110].** A uniaxial stress is one way to produce the shear. Uniaxial tension $\sigma$ along $[110]$ has the component $\sigma_{xy}=\sigma/2$, and linear elasticity gives $\sigma_{xy}=2C_{44}\varepsilon_{xy}$. Hence $\sigma=4C_{44}\varepsilon_{xy}$. With $C_{44}=80$ GPa, the example needs 1.6 GPa. The merger needs 5.7 GPa, where linear elasticity is itself doubtful.

Such a stress breaks the assumption of pure shear. With $C_{11}=166$ and $C_{12}=64$ GPa, the same 1.6 GPa produces $\varepsilon_{xx}=\varepsilon_{yy}=0.443\,\%$ and $\varepsilon_{zz}=-0.341\,\%$. For a uniaxial deformation potential of roughly 9 eV, these lower the $[001]$ valleys relative to the $[100]$ valleys by

$$
9\ \text{eV}\times(0.00341+0.00443)=71\ \text{meV},
$$

about seven times the shear shift. A shift common to all valleys comes in addition. The quadratic term must therefore not be read as the total band-edge shift under $[110]$ stress. The two parts differ in symmetry: reversing the stress reverses the linear diagonal shift but leaves $-\delta^2/(2E_0)$ unchanged.

**Temperature.** At 300 K the thermal energy $k_BT$ is 25.9 meV, larger than the 9.8 meV shift. The barrier of 64.6 meV is 2.5 times $k_BT$. Setting $E_b=k_BT$ gives

$$
|\eta|=1-\sqrt{\frac{2k_BT}{E_0}}
=1-\sqrt{\frac{51.7}{249.5}}=0.54,
$$

or a shear of about 1.0 %. Between this value and 1.8 % the model still has two minima, but the barrier separating them is smaller than $k_BT$. A parabolic expansion about either minimum then fails within the thermal energy range, well before the minima meet at X.

The numerical output below gives the main values used here. It does not include the estimates made with internal displacement, with the second potential or with the full shear applied to the bands.

## Computed results

```
INPUTS (rough typical silicon values)
lattice constant = 0.543 nm
k0 = 1.7357 1/nm = 0.15 (2 pi/a)
ml = 0.92 m0; mt = 0.19 m0
M = 0.2346 m0
shear deformation potential Xi' = 7.0 eV
uniaxial deformation potential = 9.0 eV
C11, C12, C44 = 166, 64, 80 GPa
chosen tensor shear = 0.50 %
CRITICAL POINT
hbar^2/m0 = 0.076200 eV nm^2
E0 from formula = 0.24952 eV
critical coupling, numerical = 0.24952 eV
critical tensor shear = 1.782 %
critical [110] stress = 5.70 GPa
WORKED EXAMPLE
delta = 70.00 meV; delta/E0 = 0.2805
minimum position = 0.95984 k0 = 1.6660 1/nm
energy shift, numerical = -9.819 meV
energy shift, formula = -9.819 meV
shift with k fixed at k0 = -9.633 meV
extra shift from motion = -0.186 meV
longitudinal mass = 0.9986 m0
barrier at X, unstrained = 124.76 meV
barrier at X, strained = 64.58 meV
NUMERICAL MINIMA: shear %, position/k0, shift meV
0.0  1.0000  0.00
0.5  0.9598  -9.82
1.0  0.8278  -39.28
1.5  0.5401  -88.37
2.0  0.0000  -155.24
2.5  0.0000  -225.24
PSEUDOPOTENTIAL CHECK
plane waves = 116
X splitting, 0.1 % shear = 23.7508 meV
X splitting, 0.2 % shear = 47.5397 meV
X splitting, tetragonal < 1e-5 meV: True
distance of minimum from X = 0.1462 (2 pi/a)
longitudinal mass = 0.872 m0
band splitting at minimum = 0.5264 eV
E0 from its k0 and mass = 0.2501 eV
critical coupling, its bands = 0.251 eV
shift at example delta = -9.33 meV
OTHER NEGLECTED EFFECTS
[110] tension for chosen shear = 1.60 GPa
diagonal strain xx, zz = 0.443, -0.341 %
z valley relative to x valley = -70.59 meV
thermal energy at 300 K = 25.85 meV
2 Xi' strain^2, example = 0.35 meV
2 Xi' strain^2, critical = 4.45 meV
```
